# Field Shift of a First-Order Ferroelectric Transition from Clausius-Clapeyron: test program

```python
"""Field shift of a first-order ferroelectric transition.
Result under test: dTc/dE = 2*eps0*C/P0 at zero field, for
  G = (a/2)(T-T0)P^2 - (b/4)P^4 + (c/6)P^6 - E*P,  a = 1/(eps0*C).
C: Curie constant, P0: polarization jump at the zero-field transition Tc,
T0: Curie-Weiss temperature, E: field, P: polarization (SI units).
The transition line is found from equal free energies of two stationary
states, without use of the Clausius-Clapeyron relation.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.optimize import brentq, root

MV = 1.0e6                      # V/m in one MV/m
C, P0 = 150000.0, 0.18          # K, C/m^2
Tc, offset = 393.0, 10.0        # K, rough values for barium titanate
T0 = Tc - offset
a = 1.0 / (epsilon_0 * C)
b = 4 * a * offset / P0**2
c = 3 * a * offset / P0**4
E_scale = a * offset * P0

# Coefficients of P^4, P^6, P^8 and temperature slopes of the first two
BASE = dict(g4=-b / 4, g6=c / 6, g8=0.0, s4=0.0, s6=0.0)


def free_energy(P, T, m):
    """Free energy density without the field term."""
    return (a / 2 * (T - T0) * P**2 + (m["g4"] + m["s4"] * (T - Tc)) * P**4
            + (m["g6"] + m["s6"] * (T - Tc)) * P**6 + m["g8"] * P**8)


def field_of(P, T, m):
    """Field that holds polarization P at temperature T."""
    return (a * (T - T0) * P + 4 * (m["g4"] + m["s4"] * (T - Tc)) * P**3
            + 6 * (m["g6"] + m["s6"] * (T - Tc)) * P**5 + 8 * m["g8"] * P**7)


def solve(residual, guess):
    """Solve scaled equations and insist on a small residual.

    The Jacobian uses a fixed step, since unknowns may be almost zero.
    """
    def equations(x):
        return np.asarray(residual(x), dtype=float)

    def jacobian(x):
        steps = 1e-6 * np.eye(len(x))
        return np.column_stack([(equations(x + s) - equations(x - s)) / 2e-6
                                for s in steps])

    answer = root(equations, np.array(guess, dtype=float), jac=jacobian,
                  tol=1e-12)
    assert np.max(np.abs(answer.fun)) < 1e-9
    return answer.x


def coexistence(E, m, guess=(0.0, 0.0, 1.0)):
    """Scaled (T-Tc)/offset, Pp/P0, Pf/P0 with equal free energies."""
    def residual(x):
        T, Pp, Pf = Tc + offset * x[0], P0 * x[1], P0 * x[2]
        gap = free_energy(Pf, T, m) - free_energy(Pp, T, m) - E * (Pf - Pp)
        return [(field_of(Pp, T, m) - E) / E_scale,
                (field_of(Pf, T, m) - E) / E_scale, gap / (E_scale * P0)]
    x = solve(residual, guess)
    assert x[2] - x[1] > 0.1    # two distinct phases
    return x


def line_slope(E, m, guess, step=1.0e3):
    """Central difference of the transition temperature, K m/V."""
    up = coexistence(E + step, m, guess)[0]
    down = coexistence(E - step, m, guess)[0]
    return offset * (up - down) / (2 * step)


# Curie law from the response to a small field
T_test, E_test = Tc + 20.0, 1.0e3
P_test = brentq(lambda P: field_of(P, T_test, BASE) - E_test, 0, 0.01,
                xtol=1e-16)
assert np.isclose(P_test / (epsilon_0 * E_test), C / (T_test - T0), rtol=1e-4)

# Zero-field transition and its slope
start = coexistence(0.0, BASE, (0.05, 0.0, 0.97))
assert np.allclose(start, [0, 0, 1], atol=1e-7)
slope = 2 * epsilon_0 * C / P0
slope_numeric = line_slope(0.0, BASE, start)
assert np.isclose(slope_numeric, slope, rtol=1e-4)
assert abs(slope * MV - 15) < 0.5

# Same law with an eighth-order term and another transition temperature
unit = E_scale * P0
other = dict(BASE, g4=-1.3 * unit / P0**4, g8=0.2 * unit / P0**8)
start8 = coexistence(0.0, other, (0.2, 0.0, 0.95))
assert start8[0] > 0.1 and abs(start8[2] - 1) > 0.03
assert np.isclose(line_slope(0.0, other, start8),
                  2 * epsilon_0 * C / (P0 * start8[2]), rtol=1e-4)


# Entropy jump from the minimized free energy (paraelectric value is zero)
def polar_minimum(T):
    P = brentq(lambda p: field_of(p, T, BASE), 0.14, 0.21, xtol=1e-14)
    return free_energy(P, T, BASE)


entropy_drop = a * P0**2 / 2
entropy_numeric = (polar_minimum(Tc + 0.01) - polar_minimum(Tc - 0.01)) / 0.02
assert np.isclose(entropy_numeric, entropy_drop, rtol=1e-4)

# Transition line at finite field, followed in steps of 0.01 MV/m
line, x = {}, start
for k in range(1, 101):
    E = 0.01 * k * MV
    x = coexistence(E, BASE, x)
    line[k] = x
    T = Tc + offset * x[0]
    grid = np.linspace(-0.3, 0.3, 6001)
    lowest = np.min(free_energy(grid, T, BASE) - E * grid)
    level = free_energy(P0 * x[2], T, BASE) - E * P0 * x[2]
    assert lowest > level - 1e-8 * unit    # both phases are global minima
for k in (10, 50, 80):
    local = 2 * epsilon_0 * C / (P0 * (line[k][1] + line[k][2]))
    assert np.isclose(line_slope(0.01 * k * MV, BASE, line[k]), local,
                      rtol=1e-4)


def stiffness(P, T):
    """Derivative of field with respect to polarization."""
    return a * (T - T0) - 3 * b * P**2 + 5 * c * P**4


# Critical end point: first and second derivatives of the field vanish
crit = solve(lambda y: [stiffness(P0 * y[1], T0 + offset * y[0]) / (a * offset),
                        (-6 * b * y[1] * P0 + 20 * c * (y[1] * P0)**3)
                        * P0 / (a * offset)], (2.0, 0.7))
T_crit, P_crit = T0 + offset * crit[0], P0 * crit[1]
E_crit = field_of(P_crit, T_crit, BASE)
assert np.allclose(crit, [2.4, np.sqrt(0.4)], rtol=1e-6)
assert np.isclose(E_crit, 1.28 * np.sqrt(0.4) * E_scale, rtol=1e-6)


# Superheating limit of the polar phase
def superheating(E):
    return solve(lambda y: [
        (field_of(P0 * y[1], T0 + offset * y[0], BASE) - E) / E_scale,
        stiffness(P0 * y[1], T0 + offset * y[0]) / (a * offset)], (1.3, 0.8))


limit = superheating(0.0)
limit_slope = epsilon_0 * C / (P0 * np.sqrt(2 / 3))
limit_numeric = offset * (superheating(1e3)[0] - superheating(-1e3)[0]) / 2e3
assert np.allclose(limit, [4 / 3, np.sqrt(2 / 3)], rtol=1e-6)
assert np.isclose(limit_numeric, limit_slope, rtol=1e-4)

# Temperature-dependent higher coefficients, rough size for barium titanate
s4, s6 = 5.0e6, -6.0e7
warm = dict(BASE, s4=s4, s6=s6)
entropy_warm = entropy_drop + s4 * P0**4 + s6 * P0**6
slope_warm = P0 / entropy_warm
assert np.isclose(line_slope(0.0, warm, start), slope_warm, rtol=1e-4)

# Three-component polarization in a cubic crystal, field along [111]
coupling = b / 3                # positive coefficient of Px^2 Py^2 etc.
direction = np.ones(3) / np.sqrt(3)


def tilted_shift(E):
    def gradient(P, T):
        return (field_of(P, T, BASE) + 2 * coupling * P * (P @ P - P**2)
                - E * direction)

    def energy(P, T):
        mixed = ((P @ P)**2 - np.sum(P**4)) / 2
        return (np.sum(free_energy(P, T, BASE)) + coupling * mixed
                - E * direction @ P)

    def residual(y):
        T, Pp, Pf = Tc + offset * y[0], P0 * y[1:4], P0 * y[4:7]
        gap = (energy(Pf, T) - energy(Pp, T)) / unit
        return np.concatenate(([gap], gradient(Pp, T) / E_scale,
                               gradient(Pf, T) / E_scale))
    return offset * solve(residual, (0, 0, 0, 0, 1, 0, 0))[0]


slope_111 = (tilted_shift(1e3) - tilted_shift(-1e3)) / 2e3
assert np.isclose(slope_111, slope / np.sqrt(3), rtol=1e-4)

# Mean cosine to the nearest cube axis for random grains
n = 800
cos_t = (np.arange(n) + 0.5) / n
phi = (np.arange(n) + 0.5) / n * np.pi / 2
ct, ph = np.meshgrid(cos_t, phi)
st = np.sqrt(1 - ct**2)
mean_cos = np.mean(np.maximum(ct, st * np.maximum(np.cos(ph), np.sin(ph))))
assert np.isclose(mean_cos, 3 * np.arccos(1 / 3) / (np.sqrt(2) * np.pi),
                  atol=1e-4)

heat_capacity = 3.0e6           # J/(m^3 K), rough
breakdown = 5.0 * MV            # V/m, rough for bulk ceramic
latent = Tc * entropy_drop

print(f"Curie constant C = {C:.0f} K")
print(f"polarization jump P0 = {P0:.2f} C/m^2 = {P0 * 100:.0f} uC/cm^2")
print(f"vacuum permittivity = {epsilon_0:.5e} F/m")
print(f"rough Tc = {Tc:.0f} K, T0 = {T0:.0f} K, Tc-T0 = {offset:.0f} K")
print(f"a = 1/(eps0 C) = {a:.4e} V m/(C K)")
print(f"b = {b:.4e} V m^5/C^3")
print(f"c = {c:.4e} V m^9/C^5")
print(f"entropy drop, formula = {entropy_drop:.1f} J/(m^3 K)")
print(f"entropy drop, from minimized G = {entropy_numeric:.1f} J/(m^3 K)")
print(f"latent heat = {latent / 1e6:.3f} MJ/m^3")
print(f"slope, formula = {slope * MV:.3f} K per MV/m")
print(f"slope, numerical line = {slope_numeric * MV:.3f} K per MV/m")
print(f"slope, converted = {slope * 1e5:.3f} K per kV/cm")
for k in (10, 50, 100):
    s, pp, pf = line[k]
    E = 0.01 * k * MV
    print(f"E = {E / MV:.1f} MV/m: full shift = {offset * s:.3f} K, "
          f"linear = {slope * E:.3f} K")
    print(f"  Pp = {P0 * pp:.4f} C/m^2, Pf = {P0 * pf:.4f} C/m^2, "
          f"local slope = {2e6 * epsilon_0 * C / (P0 * (pp + pf)):.3f} K per MV/m")
    print(f"  linear shift too large by "
          f"{100 * (slope * E / (offset * s) - 1):.1f} %")
print(f"critical field = {E_crit / MV:.3f} MV/m")
print(f"critical temperature = {T_crit:.2f} K, shift = {T_crit - Tc:.2f} K")
print(f"critical polarization = {P_crit:.4f} C/m^2")
print(f"superheating limit at E=0: {T0 + offset * limit[0]:.2f} K, "
      f"P = {P0 * limit[1]:.4f} C/m^2")
print(f"hysteresis window at E=0 = {offset * limit[0]:.2f} K")
print(f"superheating-limit slope = {limit_slope * MV:.3f} K per MV/m")
print(f"rough s4 = {s4:.1e} J m^5/(C^4 K), s6 = {s6:.1e} J m^9/(C^6 K)")
print(f"entropy drop with s4, s6 = {entropy_warm:.1f} J/(m^3 K), "
      f"change = {100 * (entropy_warm / entropy_drop - 1):.1f} %")
print(f"slope with s4, s6 = {slope_warm * MV:.3f} K per MV/m")
print(f"slope for field along [111] = {slope_111 * MV:.3f} K per MV/m")
print(f"mean cosine for random grains = {mean_cos:.4f}")
print(f"grain-averaged slope = {mean_cos * slope * MV:.3f} K per MV/m")
print(f"rough heat capacity = {heat_capacity / 1e6:.1f} MJ/(m^3 K)")
print(f"heating by latent heat = {latent / heat_capacity:.2f} K")
print(f"rough breakdown field = {breakdown / MV:.1f} MV/m, "
      f"1 MV/m is {100 * MV / breakdown:.0f} % of it")
print("tests ok")
```

Output:

```
Curie constant C = 150000 K
polarization jump P0 = 0.18 C/m^2 = 18 uC/cm^2
vacuum permittivity = 8.85419e-12 F/m
rough Tc = 393 K, T0 = 383 K, Tc-T0 = 10 K
a = 1/(eps0 C) = 7.5294e+05 V m/(C K)
b = 9.2955e+08 V m^5/C^3
c = 2.1517e+10 V m^9/C^5
entropy drop, formula = 12197.6 J/(m^3 K)
entropy drop, from minimized G = 12197.6 J/(m^3 K)
latent heat = 4.794 MJ/m^3
slope, formula = 14.757 K per MV/m
slope, numerical line = 14.757 K per MV/m
slope, converted = 1.476 K per kV/cm
E = 0.1 MV/m: full shift = 1.440 K, linear = 1.476 K
  Pp = 0.0118 C/m^2, Pf = 0.1767 C/m^2, local slope = 14.093 K per MV/m
  linear shift too large by 2.5 %
E = 0.5 MV/m: full shift = 6.759 K, linear = 7.378 K
  Pp = 0.0468 C/m^2, Pf = 0.1625 C/m^2, local slope = 12.691 K per MV/m
  linear shift too large by 9.2 %
E = 1.0 MV/m: full shift = 12.860 K, linear = 14.757 K
  Pp = 0.0909 C/m^2, Pf = 0.1343 C/m^2, local slope = 11.795 K per MV/m
  linear shift too large by 14.7 %
critical field = 1.097 MV/m
critical temperature = 407.00 K, shift = 14.00 K
critical polarization = 0.1138 C/m^2
superheating limit at E=0: 396.33 K, P = 0.1470 C/m^2
hysteresis window at E=0 = 13.33 K
superheating-limit slope = 9.037 K per MV/m
rough s4 = 5.0e+06 J m^5/(C^4 K), s6 = -6.0e+07 J m^9/(C^6 K)
entropy drop with s4, s6 = 15405.7 J/(m^3 K), change = 26.3 %
slope with s4, s6 = 11.684 K per MV/m
slope for field along [111] = 8.520 K per MV/m
mean cosine for random grains = 0.8312
grain-averaged slope = 12.266 K per MV/m
rough heat capacity = 3.0 MJ/(m^3 K)
heating by latent heat = 1.60 K
rough breakdown field = 5.0 MV/m, 1 MV/m is 20 % of it
tests ok
```
